# Space-charge collapse of the edge field in an intrinsic photodiode layer, part 1

(Sections cited here and not found follow in the second part.)

## One carrier type crossing the layer

Q: Light creates electrons and holes in equal numbers. If the layer is undoped, where does any net space charge come from?

A: From the fact that the two carriers need not travel the same distance. Let the intrinsic layer fill $0<x<L$, with the n-type contact at $x=0$ and the p-type contact at $x=L$. Under reverse bias the field $E$ points along $+x$, so holes drift towards $L$ and electrons towards $0$. Suppose that all the light is absorbed at $x=0$ or just before it. The electrons then leave through the nearby contact without crossing the layer, while every hole must cross all of it. The layer holds moving holes and no compensating electrons.

If the electrons are the ones that cross, the picture is mirrored: the light enters at the p side, and the electron speed replaces the hole speed below. Detectors lit through one contact approach this arrangement when the absorption depth is much smaller than $L$. What happens when it is not is a separate question, and it changes the place of the collapse.

Q: Why should positive charge in the layer lower the field anywhere? By Gauss's law it makes the field increase with $x$.

A: It does, but the voltage across the layer is held fixed, so an increase on one side has to be paid for on the other. Let $\varepsilon$ be the permittivity, $\rho(x)\ge 0$ the charge density of the holes, and $E_0=E(0)$. In one dimension Poisson's equation, written for the field, is

$$\varepsilon\frac{dE}{dx}=\rho ,\qquad E(x)=E_0+\frac1\varepsilon\int_0^x\rho(s)\,ds .$$

Let $V=\int_0^L E\,dx$ be the total voltage across the layer: the applied reverse bias plus the built-in voltage, less whatever drops across series resistance. Integrating the field gives

$$V=E_0L+\frac1\varepsilon\int_0^L dx\int_0^x\rho(s)\,ds .$$

In the double integral, the charge at $s$ counts for every $x$ between $s$ and $L$, a range of length $L-s$. Hence

$$E_0=\frac VL-\frac{1}{\varepsilon L}\int_0^L\rho(s)\,(L-s)\,ds .$$

Every positive charge inside the layer lowers the field at the edge where the holes enter. At the exit, $E_L=E(L)=E_0+\frac1\varepsilon\int_0^L\rho\,ds$. Adding the two expressions, the factor $-(L-s)+L$ leaves $s$:

$$E_L=\frac VL+\frac{1}{\varepsilon L}\int_0^L\rho(s)\,s\,ds .$$

The exit field rises. The edge in danger is therefore the injection edge.

Q: The charge density is not given, though. It depends on how fast the holes move, and that depends on the field you are trying to find.

A: Current continuity closes the loop. I assume a steady state with no recombination, trapping, dark current or further generation inside the layer. The same current density $J$ then crosses every plane. If each absorbed photon supplies one hole, $J$ is the elementary charge times the absorbed photon flux per area. I also assume that holes move by drift alone, with a speed $v(E)$ set by the local field. Diffusion will have to be examined afterwards. Then

$$J=\rho\,v(E),\qquad \rho=\frac{J}{v(E)},$$

and Poisson's equation becomes an equation for the field alone:

$$\varepsilon\,v(E)\,\frac{dE}{dx}=J .$$

Since $v>0$ for $E>0$, the field increases throughout the layer, and its smallest value is $E_0$.

Q: You could solve that for a particular $v(E)$. Is there anything to be said before choosing one?

A: Yes, because the variables separate. Write the equation as $\varepsilon v(E)\,dE=J\,dx$ and integrate across the layer:

$$JL=\varepsilon\int_{E_0}^{E_L}v(E)\,dE .$$

Next multiply the separated equation by $E$. The right side becomes $J\,E\,dx$, whose integral is $JV$:

$$JV=\varepsilon\int_{E_0}^{E_L}E\,v(E)\,dE .$$

For given $L$, $V$ and $J$, these are two equations for the two edge fields. Collapse means $E_0=0$. The critical current density $J_c$ and its exit field then obey

$$J_cL=\varepsilon\int_0^{E_L}v\,dE,\qquad J_cV=\varepsilon\int_0^{E_L}E\,v\,dE .$$

Q: I object to setting $E_0=0$. A hole in zero field does not drift, so a finite current there needs an infinite density. Surely the solution has broken down before that.

A: The density is infinite at the edge, but the charge is not. At small fields $v=\mu E$, where $\mu$ is the low-field mobility. With $E_0=0$ the separated equation integrates to

$$\tfrac12\varepsilon\mu E^2=Jx,\qquad E=\sqrt{\frac{2Jx}{\varepsilon\mu}} .$$

The density is $\rho=\varepsilon\,dE/dx$, which varies as $x^{-1/2}$. Its integral from $0$ to $x$ is $\varepsilon E(x)$, a finite number that vanishes with $x$. The voltage is finite too. So $E_0=0$ is a proper limiting solution of the drift equations. You are right that a diverging density is unphysical. Its steep gradient drives diffusion, and this is what will round off the sharp threshold.

Q: Perhaps several currents give $E_0=0$ at the same voltage. Or perhaps the edge field recovers at still higher current.

A: Neither can happen in this model. Define

$$W(E)=\int_0^E v(E')\,dE' ,$$

which increases strictly with $E$. I take $v$ to be a non-decreasing function of the field, so that $W$ also grows without bound. Integrating the separated equation from $0$ to $x$ gives

$$W(E(x))=W(E_0)+\frac{Jx}{\varepsilon}.$$

Raising $J$ at fixed $E_0$ raises the right side at every $x>0$, and hence raises $E(x)$. Raising $E_0$ at fixed $J$ does the same. The voltage is the integral of $E$, so it increases with both $J$ and $E_0$. If the voltage is held fixed while $J$ rises, $E_0$ must fall.

Now put $E_0=0$. The voltage required is a continuous function of $J$ that climbs from zero without bound, so it equals the given $V$ at one current density, $J_c$. Three cases follow.

- For $0<J<J_c$, the choice $E_0=0$ gives too little voltage, and $E_0=V/L$ gives too much, since the field then rises from its intended average. One value in between fits.
- For $J=J_c$, the edge field is zero.
- For $J>J_c$, even $E_0=0$ requires more than the available voltage. No non-negative edge field fits.

A negative $E_0$ is no rescue, because it would drive holes arriving at $x=0$ back out of the layer. So $J_c$ is also the largest steady current density that drift can carry across the layer at this voltage.

Q: Then choose a speed law. Constant mobility is simple, but carriers in a reverse-biased detector do not keep accelerating with the field.

A: A law that contains both regimes is

$$v(E)=\frac{\mu E}{1+E/E_s},\qquad E_s=\frac{v_s}{\mu},$$

where $v_s$ is the saturated speed. For $E\ll E_s$ it gives $\mu E$. For $E\gg E_s$ it gives $\mu E_s=v_s$. It is a model, and a measured speed curve could be put into the two integrals instead, as long as the speed is set by the local field. Electrons in semiconductors such as GaAs or InP have a speed that peaks and then falls with field, and in thin layers they can overshoot their steady speed, so this law does not describe them.

Measure the field in units of $E_s$ by writing $E=sE_s$. Then $v=v_s\,s/(1+s)$ and $dE=E_s\,ds$. Let $u=E_L/E_s$ be the reduced exit field at collapse. The first integral is

$$\int_0^{E_L}v\,dE=v_sE_s\int_0^u\frac{s}{1+s}\,ds
=v_sE_s\int_0^u\left(1-\frac1{1+s}\right)ds=v_sE_s\,A(u),$$

$$A(u)=u-\ln(1+u).$$

The second has an extra factor $E=sE_s$. Using $s^2/(1+s)=s-s/(1+s)$,

$$\int_0^{E_L}E\,v\,dE=v_sE_s^2\int_0^u\frac{s^2}{1+s}\,ds=v_sE_s^2\,B(u),\qquad B(u)=\frac{u^2}{2}-A(u).$$

The two collapse conditions are therefore $J_cL=\varepsilon v_sE_sA(u)$ and $J_cV=\varepsilon v_sE_s^2B(u)$. Dividing the second by the first removes the current:

$$\boxed{\;\frac{B(u)}{A(u)}=\frac{V}{LE_s},\qquad J_c=\frac{\varepsilon v_sE_s}{L}\,A(u)\;}$$

The first relation fixes $u$ from the average field, and the second gives the current density.

Q: The first relation has to be solved numerically. How do I know that it has one root?

A: The integrals give $A'=u/(1+u)$ and $B'=uA'$. Therefore

$$\frac{d}{du}\frac BA=\frac{B'A-BA'}{A^2}=\frac{A'\,(uA-B)}{A^2},\qquad
uA-B=\int_0^u\frac{(u-s)\,s}{1+s}\,ds>0 .$$

The ratio increases. For small $u$, the series $\ln(1+u)=u-u^2/2+u^3/3-\dots$ gives $A\approx u^2/2$ and $B\approx u^3/3$, so $B/A\approx 2u/3$, which starts from zero. For large $u$, $A\approx u$ and $B\approx u^2/2$, so $B/A\approx u/2$, which has no upper bound. Each positive average field thus gives one root.

Q: Those two approximations should return familiar laws, or I will not trust the box.

A: For $V/L\ll E_s$ the root is $u\approx 3V/(2LE_s)$. Then

$$J_c\approx\frac{\varepsilon v_sE_s}{L}\,\frac{u^2}{2}
=\frac{\varepsilon v_sE_s}{L}\,\frac{9V^2}{8L^2E_s^2}
=\frac98\,\frac{\varepsilon\mu V^2}{L^3},$$

where the last step uses $v_s/E_s=\mu$. This is the Mott–Gurney law. The exit field is $uE_s=3V/(2L)$.

For $V/L\gg E_s$ the root is $u\approx 2V/(LE_s)$, and

$$J_c\approx\frac{\varepsilon v_sE_s}{L}\,u=\frac{2\varepsilon v_sV}{L^2}.$$

The exit field is now $2V/L$. This case can be checked by eye: at constant speed the charge density is uniform, the field is a straight line from zero, and its end value is twice its average.

Q: In between, could I simply take the smaller of the two laws?

A: As an upper bound, yes. As a value, it can be far too high. To see the bound, compare two speed laws with $v(E)\le\tilde v(E)$ at every field. Their integrals obey $W\le\tilde W$. At collapse $W(E(x))=Jx/\varepsilon$, so at the same $J$ the slower carriers need a field at least as large at every $x$, and hence at least as large a voltage. At the same voltage, they therefore reach collapse at a current density that is no larger.

The model speed lies below both $\mu E$ and $v_s$, so its $J_c$ cannot exceed either limiting result. At $E=E_s$ both limiting laws give the speed $v_s$, while the model gives $v_s/2$. When the layer's fields are of the order of $E_s$, the smaller limit can therefore be a poor estimate. The saturated limit is also approached slowly, because the relative correction in $A(u)$ falls only as $\ln u/u$: that limit is still about 29 percent too high at $V/L=10E_s$ and about 5 percent too high at $V/L=100E_s$.

## Size, sharpness and place of the collapse

The first half concerned holes that enter an undoped layer of thickness $L$ at $x=0$ and cross it by drift. The layer has permittivity $\varepsilon$ and fixed total voltage $V$. The speed is $v=\mu E/(1+E/E_s)$ with $E_s=v_s/\mu$, and the fields at entrance and exit are $E_0$ and $E_L$. In steady state,

$$\varepsilon v(E)\frac{dE}{dx}=J,\qquad JL=\varepsilon\int_{E_0}^{E_L}v\,dE,\qquad JV=\varepsilon\int_{E_0}^{E_L}Ev\,dE .$$

The entrance field vanishes at $J_c=\varepsilon v_sE_sA(u)/L$. Here $u=E_L/E_s$ solves $B(u)/A(u)=V/(LE_s)$, with $A=u-\ln(1+u)$ and $B=u^2/2-A$.

Q: Give me a case in which neither limit applies.

A: Take round model parameters that stand for no particular material: relative permittivity 15, $\mu=1000\ \mathrm{cm^2/(V\,s)}$, $v_s=10^7$ cm/s, $L=1$ µm and $V=2$ V. Then

$$E_s=\frac{10^7}{1000}\ \mathrm{V/cm}=10\ \mathrm{kV/cm},\qquad
\frac VL=20\ \mathrm{kV/cm},\qquad \frac{V}{LE_s}=2 .$$

The root is $u=3.377$, for which $A=1.9005$ and $B=3.8010$; their ratio is indeed 2. The prefactor $\varepsilon v_sE_s/L$ is $1.328\ \mathrm{kA/cm^2}$, so

$$J_c=1.328\times1.9005\ \mathrm{kA/cm^2}=2.52\ \mathrm{kA/cm^2}=2.52\times10^7\ \mathrm{A/m^2}.$$

Over an area of 10 µm² this is 0.252 mA, if the current is uniform and fringing fields at the sides are ignored.

The Mott–Gurney law would give $5.98\ \mathrm{kA/cm^2}$ and the saturated-speed law $5.31\ \mathrm{kA/cm^2}$. Both exceed $J_c$, as they must, and here by more than a factor of two. The numerical output lists these values and most of those quoted below.

For holes that enter at the edge and cross the layer by drift alone, we now have the current density at which the entrance field vanishes, and its value in one example. Still to come are the field profile, the approach to collapse, the turn-on and transit time, and the effects of diffusion and of a finite absorption depth.

Numbers in the example were calculated in double precision.
